# Binding of the equal-mass Coulomb trion in two dimensions: a program that tests the result

```python
# Result under test: in a plane, two electrons and a hole of equal mass with
# 1/r interactions bind by about 12 percent of the exciton binding energy.
# Units: length a = kappa*a0/(m/m0), energy Ha*(m/m0)/kappa^2; exciton = -1.
# r1, r2: electron-hole distances; r12: electron-electron distance.
# sigma = electron mass / hole mass (electron mass is the unit of mass).
# Gaussian (a,b,c) means exp(-a r1^2 - b r2^2 - c r12^2).
# pair(p): mean interaction for the normalized density (p/pi) exp(-p r^2).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar
from scipy.special import eval_genlaguerre, eval_laguerre, roots_jacobi
from scipy.special import struve, y0


def coulomb(p):
    return np.sqrt(np.pi * p)


def keldysh(rstar):
    """Gaussian mean of the interaction 2 pi / (q (1 + rstar q))."""
    step = 0.05
    t = np.exp(np.arange(-36, 2.5, step))
    log_y = np.linspace(-12, 14, 1500)
    g = (t * np.exp(-t * t) / (1 + np.exp(log_y)[:, None] * t)).sum(1) * step
    spline = CubicSpline(log_y, np.log(g))
    return lambda p: 2 * np.sqrt(p) * np.exp(
        spline(np.log(2 * rstar * np.sqrt(p))))


def keldysh_real_space(r, rstar):
    x = r / rstar
    return np.pi / (2 * rstar) * (struve(0, x) - y0(x))


def gaussian_pair(P, Q, sigma):
    """Overlap, kinetic energy and the widths p of r1, r2, r12."""
    a, b, c = P[..., 0], P[..., 1], P[..., 2]
    f, g, h = Q[..., 0], Q[..., 1], Q[..., 2]
    A11, A22, A12 = a + c, b + c, -c
    B11, B22, B12 = f + h, g + h, -h
    am, bm, cm = a + f, b + g, c + h
    det = am * bm + cm * (am + bm)
    i11, i22, i12 = (bm + cm) / det, (am + cm) / det, cm / det
    d, o = (1 + sigma) / 2, sigma / 2
    G11, G12 = A11 * d + A12 * o, A11 * o + A12 * d
    G21, G22 = A12 * d + A22 * o, A12 * o + A22 * d
    trace = ((G11 * B11 + G12 * B12) * i11 + (G21 * B12 + G22 * B22) * i22
             + (G11 * B12 + G12 * B22 + G21 * B11 + G22 * B12) * i12)
    S = np.pi**2 / det
    return S, 4 * S * trace, 1 / i11, 1 / i22, det / (am + bm)


def elements(P, Q, pair, sigma=1.0):
    """Overlap, kinetic, potential for functions symmetric in r1, r2."""
    total = 0
    for partner in (Q, Q[..., [1, 0, 2]]):
        S, T, p1, p2, p12 = gaussian_pair(P, partner, sigma)
        total = total + np.array(
            [S, T, S * (pair(p12) - pair(p1) - pair(p2))])
    return total


def orthonormalizer(S):
    d = 1 / np.sqrt(np.diag(S))
    s, U = np.linalg.eigh(S * np.outer(d, d))
    keep = s > 1e-9
    return d[:, None] * U[:, keep] / np.sqrt(s[keep])


def ground(S, T, V):
    X = orthonormalizer(S)
    e, Y = np.linalg.eigh(X.T @ (T + V) @ X)
    return e[0], X @ Y[:, 0]


def trion(basis, pair, sigma=1.0):
    S, T, V = elements(basis[:, None], basis[None], pair, sigma)
    e, c = ground(S, T, V)
    return e, c, c @ T @ c, c @ V @ c


def trion_distances(basis, c):
    D1, D12 = 0, 0
    for partner in (basis, basis[:, [1, 0, 2]]):
        S, _, p1, p2, p12 = gaussian_pair(basis[:, None], partner[None], 1.0)
        D1 = D1 + S * np.sqrt(np.pi) / 4 * (p1**-0.5 + p2**-0.5)
        D12 = D12 + S * np.sqrt(np.pi) / 2 * p12**-0.5
    return c @ D1 @ c, c @ D12 @ c


def exciton(pair, sigma=1.0):
    """Energy, mean radius and kinetic energy of the electron-hole pair."""
    a = 0.005 * 2.2**np.arange(26)
    p = a[:, None] + a[None]
    S = np.pi / p
    T = (1 + sigma) / 2 * 4 * np.outer(a, a) / p * S
    e, c = ground(S, T, -pair(p) * S)
    return e, c @ (S * np.sqrt(np.pi / p) / 2) @ c, c @ T @ c


def grow(pair, count, shortest, longest, seed):
    """Stochastic variation: add the best of 60 random Gaussians each time."""
    rng = np.random.default_rng(seed)
    basis, norm, history = np.empty((0, 3)), np.empty(0), []
    S, H = np.zeros((count, count)), np.zeros((count, count))
    floor = 3e-4   # least squared norm outside the present space
    while len(basis) < count:
        n = len(basis)
        trial = np.exp(-2 * rng.uniform(np.log(shortest), np.log(longest),
                                        (60, 3)))
        dS, dT, dV = elements(trial, trial, pair)
        own = (dT + dV) / dS
        if n == 0:
            best = int(np.argmin(own))
        else:
            s, t, v = (elements(trial[:, None], basis[None], pair)
                       / np.sqrt(dS[:, None] * norm[None]))
            h = t + v
            c, d = s @ C, h @ C
            rest = 1 - (c * c).sum(1)
            fit = np.where(rest > floor, rest, 1.0)
            v2 = (d - c * e)**2 / fit[:, None]
            hp = (own - 2 * (c * d).sum(1) + (c * c * e).sum(1)) / fit
            low, high = np.full(60, e[0] - 3), np.full(60, e[0])
            for _ in range(36):
                mid = (low + high) / 2
                up = hp - mid - (v2 / (e - mid[:, None])).sum(1) > 0
                low, high = np.where(up, mid, low), np.where(up, high, mid)
            score = np.where(rest > floor, low, np.inf)
            best = int(np.argmin(score))
            if not np.isfinite(score[best]):
                continue
            S[n, :n] = S[:n, n] = s[best]
            H[n, :n] = H[:n, n] = h[best]
        S[n, n], H[n, n] = 1.0, own[best]
        basis = np.vstack([basis, trial[best]])
        norm = np.append(norm, dS[best])
        X = orthonormalizer(S[:n + 1, :n + 1])
        e, Y = np.linalg.eigh(X.T @ H[:n + 1, :n + 1] @ X)
        C = X @ Y
        history.append(e[0])
    return basis, history


def perimetric_rule(R, wR, n):
    """Quadrature over all shapes of the triangle r1, r2, r12 in the plane."""
    t, wt = roots_jacobi(n, 0, -0.5)
    u = (1 + t) / 2
    v = (1 + np.cos((np.arange(n) + 0.5) * np.pi / n)) / 2
    R, u, v = np.meshgrid(R, u, v, indexing="ij")
    w = (wR[:, None, None] * (wt / np.sqrt(2))[None, :, None]
         * np.full(n, np.pi / n)[None, None, :]).ravel()
    x = (R * u).ravel()
    y = (R * (1 - u) * v).ravel()
    z = (R * (1 - u) * (1 - v)).ravel()
    r1, r2, r12 = (y + z) / 2, (x + z) / 2, (x + y) / 2
    return (x, y, z), (r1, r2, r12), 2 * np.pi * r1 * r2 * r12 * w


# --- Gaussian matrix elements against direct integration ------------------
P, Q = np.array([0.7, 0.3, 0.4]), np.array([0.2, 0.9, 0.15])
t, w = np.polynomial.legendre.leggauss(60)
_, (r1, r2, r12), W = perimetric_rule(12 * (t + 1), 12 * w, 40)
cosine = np.clip((r1**2 + r2**2 - r12**2) / (2 * r1 * r2), -1, 1)
place = np.array([r1, 0 * r1, r2 * cosine, r2 * np.sqrt(1 - cosine**2)])


def gaussian(q, X):
    return np.exp(-q[0] * (X[0]**2 + X[1]**2) - q[1] * (X[2]**2 + X[3]**2)
                  - q[2] * ((X[0] - X[2])**2 + (X[1] - X[3])**2))


def gradient(q):
    parts = []
    for k in range(4):
        shift = np.zeros((4, 1))
        shift[k] = 1e-4
        parts.append((gaussian(q, place + shift)
                      - gaussian(q, place - shift)) / 2e-4)
    return parts


product = W * gaussian(P, place) * gaussian(Q, place)
gP, gQ = gradient(P), gradient(Q)
element_error = 0.0
for sigma in (1.0, 0.8):
    S, T, p1, p2, p12 = gaussian_pair(P, Q, sigma)
    same = sum(gP[k] * gQ[k] for k in range(4))
    cross = (gP[0] * gQ[2] + gP[1] * gQ[3] + gP[2] * gQ[0] + gP[3] * gQ[1])
    direct = [product.sum(),
              (W * ((1 + sigma) / 2 * same + sigma / 2 * cross)).sum(),
              (product / r1).sum(), (product / r2).sum(),
              (product / r12).sum(), (product * r1).sum()]
    formula = [S, T, S * coulomb(p1), S * coulomb(p2), S * coulomb(p12),
               S * np.sqrt(np.pi / p1) / 2]
    element_error = max(element_error, np.max(np.abs(
        np.array(direct) / np.array(formula) - 1)))
assert element_error < 1e-6

# --- Exciton: exact energy -1 and mean radius 1 ---------------------------
ex_energy, ex_radius, _ = exciton(coulomb)
assert abs(ex_energy + 1) < 1e-4 and abs(ex_radius - 1) < 1e-3

# --- Trion with correlated Gaussians --------------------------------------
basis, history = grow(coulomb, 150, 0.01, 15.0, 1)
e_gauss, c_gauss, kinetic, potential = trion(basis, coulomb)
d1_gauss, d12_gauss = trion_distances(basis, c_gauss)
virial = -potential / (2 * kinetic)
assert abs(virial - 1) < 1e-3

# --- Trion with a Hylleraas basis in perimetric coordinates ---------------
omega = 12
nodes, weights = np.polynomial.laguerre.laggauss(22)
xyz, dist, W = perimetric_rule(nodes, weights, 22)
L = [[eval_laguerre(i, s) for i in range(omega + 1)] for s in xyz]
D = [[(-eval_genlaguerre(i - 1, 1, s) if i else 0 * s) - L[q][i] / 2
      for i in range(omega + 1)] for q, s in enumerate(xyz)]
index = [(i, j, k) for i in range(omega + 1) for j in range(i, omega + 1)
         for k in range(omega + 1) if i + j + k <= omega]
degree = np.array([sum(q) for q in index])


def table(X, Y, Z):
    return np.array([(X[i] * Y[j] + X[j] * Y[i]) * Z[k]
                     for i, j, k in index]).T


F = table(L[0], L[1], L[2])
Fx, Fy, Fz = (table(D[0], L[1], L[2]), table(L[0], D[1], L[2]),
              table(L[0], L[1], D[2]))
F1, F2, F3 = -Fx + Fy + Fz, Fx - Fy + Fz, Fx + Fy - Fz
r1, r2, r12 = dist
cos12 = ((r1**2 + r2**2 - r12**2) / (2 * r1 * r2))[:, None]
cos13 = ((r1**2 + r12**2 - r2**2) / (2 * r1 * r12))[:, None]
cos23 = ((r2**2 + r12**2 - r1**2) / (2 * r2 * r12))[:, None]
Wc = W[:, None]
hT = (F1.T @ (Wc * (F1 + cos12 * F2 + cos13 * F3))
      + F2.T @ (Wc * (F2 + cos23 * F3)) + F3.T @ (Wc * F3))
hT = (hT + hT.T) / 2


def local(values):
    return F.T @ ((W * values)[:, None] * F)


hS, hV = local(np.ones_like(r1)), local(1 / r12 - 1 / r1 - 1 / r2)
hyl = {}
for top in (4, 8, 12):
    pick = np.ix_(degree <= top, degree <= top)
    X = orthonormalizer(hS[pick])
    tX, vX = X.T @ hT[pick] @ X, X.T @ hV[pick] @ X
    best = minimize_scalar(
        lambda b: np.linalg.eigvalsh(b * b * tX + b * vX)[0],
        bounds=(0.4, 4.0), method="bounded", options={"xatol": 1e-2})
    hyl[top] = (best.fun, best.x, int((degree <= top).sum()))
e_hyl, beta, _ = hyl[12]
_, c = ground(hS, beta**2 * hT, beta * hV)
d1_hyl = c @ local((r1 + r2) / 2) @ c / beta
d12_hyl = c @ local(r12) @ c / beta
binding = -1 - e_hyl
assert abs(hyl[8][0] - e_hyl) < 1e-4
assert abs(e_gauss - e_hyl) < 3e-4
assert abs(d1_gauss / d1_hyl - 1) < 5e-3
assert abs(d12_gauss / d12_hyl - 1) < 5e-3
assert 0.115 < binding < 0.125

# --- No dependence on r12: what radial correlation alone can bind ---------
a = 0.01 * 2.5**np.arange(15)
radial = np.array([(a[i], a[j], 0.0) for i in range(15)
                   for j in range(i, 15)])
binding_radial = -1 - trion(radial, coulomb)[0]
assert binding_radial < 0.8 * binding

# --- Unequal masses in the 1/r model --------------------------------------
fraction = {}
for sigma in (0.8, 1.25):
    threshold = -2 / (1 + sigma)
    fraction[sigma] = trion(basis, coulomb, sigma)[0] / threshold - 1

# --- Example: rough parameters of monolayer MoS2 in boron nitride ---------
mass, kappa, r0_nm = 0.5, 4.5, 4.0
gap_eV, lattice_nm, density_cm2, temperature = 2.2, 0.32, 1e12, 300.0
hartree = const.value("Hartree energy in eV")
bohr_nm = const.value("Bohr radius") * 1e9


def units(k):
    length = k * bohr_nm / mass
    return length, hartree * mass / k**2, r0_nm / k / length


a_nm, unit_eV, rstar = units(kappa)
soft = keldysh(rstar)
for p in (0.05, 0.7, 20.0):
    direct = quad(lambda r: 2 * p * r * np.exp(-p * r * r)
                  * keldysh_real_space(r, rstar), 0, 7 / np.sqrt(p),
                  limit=200)[0]
    assert abs(direct / soft(p) - 1) < 1e-5
assert abs(keldysh(1e-4)(1.0) / coulomb(1.0) - 1) < 1e-3
xk, xk_radius, xk_kinetic = exciton(soft)
h = 0.01
grid = (np.arange(5000) + 0.5) * h
side = -(grid[:-1] + h / 2) / (h * h * np.sqrt(grid[:-1] * grid[1:]))
xk_grid = eigh_tridiagonal(2 / h**2 - keldysh_real_space(grid, rstar), side,
                           select="i", select_range=(0, 0))[0][0]
assert abs(xk_grid - xk) < 1e-3
soft_basis, _ = grow(soft, 110, 0.03, 40.0, 2)
tk, ck, _, _ = trion(soft_basis, soft)
tk_d1, tk_d12 = trion_distances(soft_basis, ck)
tk_hyl = np.inf
for b in (0.6, 0.9, 1.3):
    v1, v2, v12 = (keldysh_real_space(r / b, rstar) for r in dist)
    tk_hyl = min(tk_hyl, ground(hS, b * b * hT, local(v12 - v1 - v2))[0])
assert abs(tk_hyl - tk) < 5e-4
soft_meV = (xk - tk) * unit_eV * 1e3
assert soft_meV > 0
heavy_x = exciton(soft, 0.8)[0]
heavy_meV = (heavy_x - trion(soft_basis, soft, 0.8)[0]) * unit_eV * 1e3
kappa_fast = 3.8
_, fast_eV, fast_rstar = units(kappa_fast)
fast = keldysh(fast_rstar)
fast_x = exciton(fast)[0]
fast_meV = (fast_x - trion(soft_basis, fast)[0]) * fast_eV * 1e3

kT = const.k * temperature
density = density_cm2 * 1e4
m_kg = mass * const.m_e
fermi_meV = np.pi * const.hbar**2 * density / m_kg / const.e * 1e3
# Mass action: spin-valley weights 2 (electron), 2 (exciton), 1 (trion) per
# hole state give 2*2/1 = 4; reduced mass of exciton and electron is 2m/3.
free_per_trion = (4 * (2 * m_kg / 3) * kT / (2 * np.pi * const.hbar**2)
                  * np.exp(-soft_meV * 1e-3 * const.e / kT) / density)
spacing_nm = 1e9 / np.sqrt(np.pi * density)
field = soft_meV * 1e-3 / (tk_d1 * a_nm * 1e-7) / 1e6

print(f"Gaussian elements, largest relative error: {element_error:.1e}")
print(f"exciton energy, Gaussians (exact -1): {ex_energy:.7f} units")
print(f"exciton mean radius (exact 1): {ex_radius:.6f} units")
for n in (25, 50, 100, 150):
    print(f"trion energy, {n} Gaussians: {history[n - 1]:.6f} units")
for top in (4, 8, 12):
    print(f"trion energy, Hylleraas degree {top}, {hyl[top][2]} functions: "
          f"{hyl[top][0]:.7f} units")
print(f"Hylleraas exponent beta, degree 12: {beta:.3f} per unit length")
print(f"virial ratio -V/(2T), Gaussians: {virial:.6f}")
print(f"trion binding / exciton binding: {binding:.5f}")
print(f"same without r12 dependence: {binding_radial:.5f}")
print(f"mean r1, Hylleraas: {d1_hyl:.4f}, Gaussians: {d1_gauss:.4f} units")
print(f"mean r12, Hylleraas: {d12_hyl:.4f}, Gaussians: {d12_gauss:.4f} units")
for sigma in fraction:
    print(f"binding fraction at m_e/m_h = {sigma}: {fraction[sigma]:.5f}")
print(f"EXAMPLE mass: {mass} m0, kappa: {kappa}, r0: {r0_nm} nm")
print(f"length unit: {a_nm:.4f} nm, energy unit: {unit_eV:.4f} eV")
print(f"1/r model, exciton binding: {unit_eV:.3f} eV")
print(f"1/r model, trion binding: {binding * unit_eV * 1e3:.1f} meV")
print(f"1/r model, trion mean r1: {d1_hyl * a_nm:.3f} nm")
print(f"1/r model, trion mean r12: {d12_hyl * a_nm:.3f} nm")
print(f"screening length r* = r0/kappa: {r0_nm / kappa:.3f} nm "
      f"= {rstar:.3f} units")
print(f"Keldysh exciton: {xk:.6f}, radial grid: {xk_grid:.6f} units")
print(f"Keldysh trion: {tk:.6f}, Hylleraas: {tk_hyl:.6f} units")
print(f"Keldysh exciton binding: {-xk * unit_eV * 1e3:.1f} meV")
print(f"Keldysh trion binding: {soft_meV:.1f} meV")
print(f"Keldysh binding fraction: {(xk - tk) / -xk:.4f}")
print(f"Keldysh exciton mean radius: {xk_radius * a_nm:.3f} nm")
print(f"Keldysh trion mean r1: {tk_d1 * a_nm:.3f} nm, "
      f"r12: {tk_d12 * a_nm:.3f} nm")
print(f"hole 25% heavier, Keldysh trion binding: {heavy_meV:.1f} meV")
print(f"kappa = {kappa_fast}, Keldysh exciton: "
      f"{-fast_x * fast_eV * 1e3:.1f} meV, trion: {fast_meV:.1f} meV")
print(f"thermal energy at {temperature:.0f} K: {kT / const.e * 1e3:.2f} meV")
print(f"free electron density: {density_cm2:.1e} cm^-2")
print(f"excitons per trion at {temperature:.0f} K: {free_per_trion:.2f}")
print(f"Fermi energy: {fermi_meV:.2f} meV, "
      f"carrier spacing: {spacing_nm:.2f} nm")
print(f"field scale, binding/(e mean r1): {field:.3f} MV/cm")
print(f"rough gap: {gap_eV} eV, kinetic energy per carrier / gap: "
      f"{xk_kinetic * unit_eV / 2 / gap_eV:.4f}")
print(f"rough lattice constant: {lattice_nm} nm; exciton radius / lattice: "
      f"1/r {a_nm / lattice_nm:.2f}, Keldysh "
      f"{xk_radius * a_nm / lattice_nm:.2f}")
print("all tests passed")
```

Printed output:

```
Gaussian elements, largest relative error: 5.5e-09
exciton energy, Gaussians (exact -1): -0.9999999 units
exciton mean radius (exact 1): 1.000000 units
trion energy, 25 Gaussians: -1.119102 units
trion energy, 50 Gaussians: -1.121291 units
trion energy, 100 Gaussians: -1.121545 units
trion energy, 150 Gaussians: -1.121562 units
trion energy, Hylleraas degree 4, 22 functions: -1.1212504 units
trion energy, Hylleraas degree 8, 95 functions: -1.1215919 units
trion energy, Hylleraas degree 12, 252 functions: -1.1215946 units
Hylleraas exponent beta, degree 12: 1.283 per unit length
virial ratio -V/(2T), Gaussians: 1.000004
trion binding / exciton binding: 0.12159
same without r12 dependence: 0.08604
mean r1, Hylleraas: 1.6835, Gaussians: 1.6835 units
mean r12, Hylleraas: 2.6051, Gaussians: 2.6052 units
binding fraction at m_e/m_h = 0.8: 0.11836
binding fraction at m_e/m_h = 1.25: 0.12582
EXAMPLE mass: 0.5 m0, kappa: 4.5, r0: 4.0 nm
length unit: 0.4763 nm, energy unit: 0.6719 eV
1/r model, exciton binding: 0.672 eV
1/r model, trion binding: 81.7 meV
1/r model, trion mean r1: 0.802 nm
1/r model, trion mean r12: 1.241 nm
screening length r* = r0/kappa: 0.889 nm = 1.866 units
Keldysh exciton: -0.284746, radial grid: -0.284752 units
Keldysh trion: -0.308753, Hylleraas: -0.308767 units
Keldysh exciton binding: 191.3 meV
Keldysh trion binding: 16.1 meV
Keldysh binding fraction: 0.0843
Keldysh exciton mean radius: 1.172 nm
Keldysh trion mean r1: 1.993 nm, r12: 3.147 nm
hole 25% heavier, Keldysh trion binding: 16.6 meV
kappa = 3.8, Keldysh exciton: 224.3 meV, trion: 18.3 meV
thermal energy at 300 K: 25.85 meV
free electron density: 1.0e+12 cm^-2
excitons per trion at 300 K: 3.86
Fermi energy: 4.79 meV, carrier spacing: 5.64 nm
field scale, binding/(e mean r1): 0.081 MV/cm
rough gap: 2.2 eV, kinetic energy per carrier / gap: 0.0212
rough lattice constant: 0.32 nm; exciton radius / lattice: 1/r 1.49, Keldysh 3.66
all tests passed
```
